Spin-orbit admixture of 6P7/2 and the g factor of Gd3+

**Problem**

The free ion Gd3+ has the configuration 4f⁷ and the ground level 8S7/2. A pure 8S7/2 level has the free-electron g factor, g_s = 2.0023. Spin-orbit coupling mixes another level, 6P7/2, into it. Describe the ion by

H = H_C + H_so,  H_so = ζ Σ_i l_i·s_i,  ζ > 0,

where H_C contains the central field and the Coulomb repulsion, and the sum runs over the seven 4f electrons. Let Δ = E(6P) − E(8S) be the separation of the two terms before H_so is added. Take Δ = 0.15 hartree and ζ = 0.0070 hartree. These are round model parameters, not values fitted to measured levels of Gd3+.

(a) Show which states H_so couples directly to 8S7/2, and find the coupling element.

(b) Find the weight of 6P7/2 in the ground level, keeping these two levels.

(c) Find the resulting g factor.

(d) Estimate the effect of the other levels of 4f⁷.

(e) Decide whether the admixture accounts for a g factor of 1.992, and find the value of ζ that this would require at the given Δ.

**Solution**

**The octet state**

Angular momenta are in units of ħ. In zero field the energy does not depend on M, the projection of J, so we may work with M = 7/2. The corresponding octet state is a single determinant with one spin-up electron in each 4f orbital:

|S⟩ = |−3↑, −2↑, −1↑, 0↑, 1↑, 2↑, 3↑⟩.

Its orbital projection is M_L = Σ m = 0 and its spin projection is M_S = 7/2. Seven parallel spins require all seven orbitals to be occupied, so this is the one determinant with M_S = 7/2. The octet therefore has L = 0, and J = S = 7/2. We take its energy as zero.

**(a) The coupling**

For each electron,

l·s = l_z s_z + ½(l₊s₋ + l₋s₊).

Apply the sum of these operators to |S⟩. The first part gives ½ Σ m = 0. The part containing s₊ gives zero, because every spin is already up. What remains is l₊s₋, with

l₊|m⟩ = c_m |m+1⟩,  c_m = √[12 − m(m+1)],  s₋|↑⟩ = |↓⟩.

Let |D_m⟩ be the determinant obtained from |S⟩ by putting (m+1)↓ in the place of m↑, without reordering the other entries. Then

H_so|S⟩ = (ζ/2) Σ_m c_m |D_m⟩,  m = −3, …, 2.

The term m = 3 is absent because c₃ = 0. The six determinants have different empty spin-up orbitals, so they are orthonormal. The squares c_m² are 6, 10, 12, 12, 10, 6, with sum 56. The squared norm of H_so|S⟩ is thus

(ζ²/4) × 56 = 14ζ².

We can therefore write

H_so|S⟩ = V|P⟩,  V = √14 ζ,  |P⟩ = (1/√56) Σ_m c_m |D_m⟩.

It remains to identify |P⟩. Replacing m↑ by (m+1)↓ raises M_L by one and lowers M_S by one, so |P⟩ has M_L = 1 and M_S = 5/2.

Its total spin follows from S₊. In |D_m⟩ the one spin that can be raised belongs to the electron in orbital m+1. But (m+1)↑ is already occupied, so the Pauli principle gives S₊|D_m⟩ = 0. Hence S₊|P⟩ = 0, and S = M_S = 5/2.

Its orbital angular momentum follows from L₊. Consider the determinant with (m−1)↑ empty and (m+1)↓ occupied. It is reached in two ways:

1. From |D_m⟩, the electron (m−1)↑ moves into the empty orbital m↑. The factor from l₊ is c_{m−1}.
2. From |D_{m−1}⟩, the electron m↓ moves to (m+1)↓. The factor from l₊ is c_m.

In the first case the entries m↑ and (m+1)↓ stand in the opposite order from the second case. Exchanging two entries of a determinant changes its sign. The total amplitude is therefore proportional to

−c_m c_{m−1} + c_{m−1} c_m = 0.

This holds for each determinant that can be reached, m = −2, …, 2. All other moves end in an occupied spin orbital. Hence L₊|P⟩ = 0, and L = M_L = 1. Since J₊ = L₊ + S₊ also annihilates |P⟩, J = M = 7/2. The state is 6P7/2 with M = 7/2.

We also need to know that H_C does not mix |P⟩ with another 6P term. States with M_S = 5/2 have one spin-down electron and one empty spin-up orbital, which makes 7 × 7 = 49 states. An electron and a hole, each with orbital angular momentum 3, combine to L = 0, 1, …, 6, once each. The state with L = 0 belongs to the octet. The other six are the sextets, so there is one 6P term. As H_C conserves L and S, |P⟩ is an eigenstate of H_C, with energy Δ.

The answer to (a) is thus that, within 4f⁷, H_so connects 8S7/2 to 6P7/2 and to no other level, with the element √14 ζ.

**(b) The weight of 6P7/2**

The two-level matrix also needs ⟨P|H_so|P⟩. The terms l₊s₋ and l₋s₊ change M_S, so they do not contribute to it. In |D_m⟩ the spin-up orbital numbers add up to −m, and the spin-down electron has m+1. Therefore

⟨D_m|Σ l_z s_z|D_m⟩ = ½(−m) − ½(m+1) = −½(2m+1).

Averaging with the weights c_m²/56 gives

⟨P|H_so|P⟩ = −(ζ/112) Σ_m c_m²(2m+1) = 0,

because the replacement m → −1−m leaves c_m² unchanged and reverses the sign of 2m+1. In the basis |S⟩, |P⟩ the Hamiltonian is

H = [[0, V], [V, Δ]].

Since V is positive, a negative relative sign lowers the energy. Write the ground state as

|G⟩ = cosθ |S⟩ − sinθ |P⟩.

Its energy is

E(θ) = Δ sin²θ − 2V sinθ cosθ = ½Δ(1 − cos2θ) − V sin2θ.

Setting the derivative to zero gives

Δ sin2θ − 2V cos2θ = 0,  so tan2θ = 2V/Δ.

The minimum is the solution with 0 < 2θ < π/2. Define R = √(Δ² + 4V²). Then cos2θ = Δ/R, and the weight of 6P7/2 is

w = sin²θ = ½(1 − cos2θ) = ½(1 − Δ/R).

The eigenvalues are ½(Δ ± R), so R is the separation of the two levels after mixing. A measured separation should not simply be equated with R or with Δ, because it also contains the shifts of 6P7/2 caused by levels that the two-level matrix leaves out. In the full model of part (d) the separation is 0.142 hartree for the given parameters, which is below Δ, whereas R lies above Δ.

For weak coupling, R ≈ Δ(1 + 2V²/Δ²), and

w ≈ V²/Δ² = 14ζ²/Δ².

This is the result of first-order perturbation theory for the state. In the opposite limit, V ≫ Δ, w approaches ½. That limit is a property of the two-level matrix and not a description of an ion, because the other levels could no longer be left out.

Now insert the parameters:

V = 3.7417 × 0.0070 = 0.02619 hartree,

V/Δ = 0.02619/0.15 = 0.1746,

R = √(0.15² + 4 × 0.02619²) = 0.1589 hartree,

w = ½(1 − 0.15/0.1589) ≈ 0.028.

The unrounded calculation gives w = 0.02796 and

|G⟩ = 0.986 |8S7/2⟩ − 0.167 |6P7/2⟩.

The admixture is 2.8 percent in weight. The weak-coupling formula would give 0.1746² = 0.0305, which is about 9 percent more than the two-level weight.

**(c) The g factor**

In a field B along z the Zeeman operator is μ_B B(L_z + g_s S_z), with the sign convention in which g is positive. To first order in B the energy shift is g μ_B B M. With M = 7/2,

g = ⟨L_z + g_s S_z⟩/(7/2).

One value of M is enough: within a level of definite J, the matrix elements of a vector operator are proportional to those of J, with one common factor.

The operator is diagonal in M_L and M_S, and these differ between |S⟩ and |P⟩. There is thus no cross term, and the sign of the amplitude does not matter. The expectation values are

⟨L_z⟩ = (1 − w) × 0 + w × 1 = w,

⟨S_z⟩ = (1 − w) × 7/2 + w × 5/2 = 7/2 − w.

Inserting them gives

g = (2/7)[w + g_s(7/2 − w)] = g_s − (2/7)(g_s − 1)w.

This equation shows the physical cause of the shift. The total projection stays at 7/2, but an average amount w passes from spin to orbital motion. Orbital angular momentum contributes to the magnetic moment with the factor 1 and spin with the factor g_s. The moment therefore falls by (g_s − 1)w, in units of μ_B.

Setting w = 1 gives the g factor of pure 6P7/2,

g_P = (2 + 5g_s)/7 = 1.7159.

With g_s = 2 this would be 12/7, in agreement with the Landé formula. For the mixed level,

g = 2.00232 − (2/7) × 1.00232 × 0.02796 = 2.00232 − 0.00801 = 1.9943.

The shift is small for two reasons: the weight of 6P7/2 is only 2.8 percent, and the g factors of the two pure levels differ by only 0.286. The weight itself is roughly 14(ζ/Δ)². Here (ζ/Δ)² is only 0.0022, but the factor 14 makes up for much of this.

**Other half-filled shells**

The same derivation works for a half-filled shell with any l ≥ 1. The factor 12 becomes l(l+1), and

V²/ζ² = ¼ Σ_m [l(l+1) − m² − m].

With Σ m = 0 and Σ m² = l(l+1)(2l+1)/3, this becomes

V²/ζ² = ¼ l(l+1)(2l+1)(1 − 1/3) = l(l+1)(2l+1)/6.

The result is 1 for p³, 5 for d⁵ and 14 for f⁷. The ground level has J = (2l+1)/2, so the factor 2/7 in the g shift becomes 2/(2l+1). At weak coupling the shift is therefore

g − g_s ≈ −(g_s − 1) l(l+1) ζ²/(3Δ²).

In this limit, and at equal ζ/Δ, the shift in f⁷ is twice that in d⁵, since l(l+1) is 12 instead of 6.

**(d) The other levels of 4f⁷**

The octet couples to 6P7/2 alone, but 6P7/2 couples to further levels with J = 7/2, and these enter the ground state through it. Their effect can be found by diagonalizing H in the complete configuration. For M = 7/2 there are 237 determinants.

The Coulomb repulsion within the 4f shell is fixed by the Slater integrals

F^k = ∫∫ u(r₁)² u(r₂)² r_<^k / r_>^(k+1) dr₁ dr₂,

where u is the normalized radial function multiplied by r, and r_< and r_> are the smaller and larger of r₁ and r₂. The integral F⁰ shifts all levels equally and can be dropped. For the others we take the nodeless form u ∝ r⁴ exp(−κr). A change of κ multiplies all F^k by the same factor, so their ratios do not depend on it:

F⁴/F² = 0.668,  F⁶/F² = 0.494.

The common scale is then chosen so that the 6P term lies 0.15 hartree above the octet, which gives F² = 0.406 hartree. This is a model of the term energies and not an atomic structure calculation.

The ground state of the full matrix has the weights

8S: 0.9695,  6P: 0.0298,  all other terms: 0.0007.

Its g factor, taken from the slope of the ground energy in a small field, is

g = 1.9934.

The other terms have a total weight below 0.1 percent, yet they lower g by a further 0.0009, about 11 percent of the two-level shift. There are two contributions.

The first is a larger 6P weight. Let a_S and a_P be the amplitudes of |S⟩ and |P⟩ in the ground state, and E its energy relative to the unmixed octet. Because |S⟩ couples to |P⟩ alone, the first row of the eigenvalue equation reads, in the two-level and in the full model alike,

V a_P = E a_S,  so |a_P/a_S| = |E|/V.

By the variational principle, adding states to the basis cannot raise the ground energy. As E is negative, |E| cannot decrease, and neither can the ratio of the amplitudes. Here the 6P weight rises from 0.0280 to 0.0298. Multiplied by the difference of 0.286 between the two pure g factors, this lowers g by about 0.0005.

The second contribution is the orbital moment of the other terms. For any state with M = 7/2 we have ⟨S_z⟩ = 7/2 − ⟨L_z⟩, so the step that led to g in part (c) gives

g = g_s − (2/7)(g_s − 1)⟨L_z⟩.

The full shift of −0.00892 thus corresponds to ⟨L_z⟩ = 0.03115. The 6P part supplies 0.02984, since L_z has no elements between different terms L, S and equals 1 in |P⟩. The remaining 0.0013 comes from the other terms. It is nearly twice their weight, so on average they carry almost two units of L_z. This lowers g by about 0.0004, and the two contributions together give the 0.0009.

As a test of the weak-coupling law, ζ was reduced by a factor of 50 in the full matrix. The 6P weight then agreed with 14ζ²/Δ² to about one part in 10⁵. The difference between the two models is therefore an effect of finite coupling and does not point to an error in the factor 14.

**(e) Is the g factor 1.992?**

With the given parameters it is not: the two-level model gives 1.994 and the full 4f⁷ model gives 1.993. The admixture has the right sign and provides most of the reduction from 2.002 to 1.992, but it stops short of that value.

To find what 1.992 would require, solve the two-level formula for the weight:

w = 7(g_s − g)/[2(g_s − 1)] = 7 × 0.01032/(2 × 1.00232) = 0.0360.

From sin2θ = 2√[w(1−w)] and cos2θ = 1 − 2w, the condition tan2θ = 2√14 ζ/Δ becomes

ζ = Δ √[w(1−w)] / [√14 (1 − 2w)].

With w = 0.0360 and Δ = 0.15 hartree this gives

ζ = 0.0081 hartree,

which is 15 percent above the chosen value. In the full model the required value is 0.0075 hartree, or 7 percent above it.

These margins have to be compared with the quality of the input. At weak coupling the shift of g is proportional to ζ²/Δ², so a change of ζ by 10 percent changes the shift by about 20 percent, or between 0.001 and 0.002 in g. An uncertainty of 7 to 15 percent in ζ, depending on the model, is therefore enough to cover the distance to 1.992. In the two models used here, the reduction of g is 0.008 to 0.009 for the stated ζ and Δ. The mixing would give 1.992 if ζ were somewhat larger at the same Δ, but it does not give that value for the stated parameters. This is a statement about the model and not about the real ion. Spectroscopic fits for Gd3+ give ζ near 1500 cm⁻¹ (0.0069 hartree) and place 6P7/2 about 32200 cm⁻¹ above the ground level. With these values the full model needs Δ ≈ 0.154 hartree and gives g ≈ 1.994, so for the real ion a larger ζ is not available to close the gap.

The model also leaves out other effects that can enter a comparison with experiment: relativistic corrections to the magnetic-moment operator, mixing with other configurations and, in a solid, the crystal field. They need not be small on this scale. The relativistic correction to the spin moment of an electron in a central field is roughly −(4/3)α²⟨T⟩ in g, with α the fine-structure constant and ⟨T⟩ the kinetic energy in hartree. For a 4f electron of Gd3+, ⟨T⟩ is about 20 hartree, so the correction is about −0.0015, as large as the distance of 0.0014 between the full model and 1.992. This is an order-of-magnitude estimate and the other effects have not been calculated, so a remaining difference from a measured g factor cannot be assigned to any one of them on the basis of this solution.

For the main inputs, ζ = 0.0070 hartree is 0.19 eV and Δ = 0.15 hartree is 4.1 eV.

Values computed for the example and the checks

```
Input spin-orbit constant zeta: 0.0070 hartree
Input unperturbed 6P-8S gap: 0.1500 hartree
Free-electron g factor: 2.002319 (dimensionless)
Coupling divided by zeta: 3.741657 (dimensionless)
Coupling V: 0.026192 hartree
First-order amplitude magnitude V/gap: 0.17461 (dimensionless)
Mixing angle theta: 0.16799 rad
Two-level 8S amplitude: 0.98592 (dimensionless)
Two-level 6P amplitude: -0.16720 (dimensionless)
Two-level 6P weight: 0.02796 (dimensionless)
Two-level 6P weight: 2.80 percent
g factor of pure 6P7/2: 1.715942 (dimensionless)
Two-level g factor: 1.99431 (dimensionless)
Two-level change in g: -0.00801 (dimensionless)
Two-level separation after mixing: 0.15888 hartree
Full-sector dimension: 237 determinants
Slater ratio F4/F2: 0.66815 (dimensionless)
Slater ratio F6/F2: 0.49432 (dimensionless)
Scaled Slater integral F2: 0.40590 hartree
Full-model 8S weight: 0.96946 (dimensionless)
Full-model 6P weight: 0.02984 (dimensionless)
Full-model weight of other terms: 0.000709 (dimensionless)
Full-model g factor: 1.99340 (dimensionless)
Full-model change in g: -0.00892 (dimensionless)
Full minus two-level g: -0.000916 (dimensionless)
Weak-coupling test zeta: 0.000140 hartree
Weak-coupling weight / predicted weight: 0.999992 (dimensionless)
Posed g factor: 1.992 (dimensionless)
6P weight needed for posed g: 0.03603 (dimensionless)
Two-level zeta needed for posed g: 0.008052 hartree
Full-model zeta needed for posed g: 0.007516 hartree
Input zeta converted: 0.1905 eV
Input gap converted: 4.0817 eV
```
